Geometry errors of a borrowed saddle and the path-maximum bound, part 2

A high-level energy computed at a saddle borrowed from a low-level method has a geometry error. The question is how maximizing that energy along the low-level reaction path (steepest descent from the saddle in mass-weighted Cartesian coordinates) changes the error.

V_H(q) and V_L(q) are the high-level and low-level surfaces in n internal coordinates q, with saddles x_H and x_L, d = x_L − x_H and e_SP = V_H(x_L) − V_H(x_H). F and F_L are the Hessians of V_H at x_H and of V_L at x_L. The path tangent t at x_L is the low-level reactive mode. F has one negative and n − 1 positive eigenvalues, so

every two-dimensional subspace contains a vector z with zᵀFz > 0. (6)

In the normal modes of the high-level saddle, d has components Q_i and the squared angular frequencies are λ_i, with λ₁ < 0 for the reactive mode:

e_SP = −½|λ₁|Q₁² + ½ Σ_{i>1} λ_i Q_i² + O(|d|³). (10)

If W = V_L − V_H has small first and second derivatives and w = ∇W(x_H), then to leading order

Fd = −w, that is, d = −F⁻¹w. (14)

For reactant minima x_H^R and x_L^R, with x_L^R in the basin of x_H^R,

e_R = V_H(x_L^R) − V_H(x_H^R) ≥ 0. (12)

Example: HCN → HNC, with RHF as low and MP2 as high level, both in 6-31G; errors are deviations from MP2. C is at the origin, N at distance R on the positive first axis, H at (x, y). The saddles are

RHF: R = 1.1872 Å, x = 0.3834 Å, y = 1.1462 Å;

MP2: R = 1.2231 Å, x = 0.4636 Å, y = 1.1430 Å.

The MP2 saddle has wavenumbers 1280i, 1940 and 2430 cm⁻¹, so λ₂/|λ₁| = 2.30; (Q₂/Q₁)² = 1.43. The terms of (10) are −1.365, 4.489 and 0.093 kJ/mol; the directly computed e_SP is 3.57 kJ/mol. Single points at RHF geometries give a barrier 11.89 kJ/mol too low (290.69 against 302.58 kJ/mol).

**2. The maximum along the low-level path**

The symbols carried over are these. V_H and V_L are the high-level and low-level surfaces, with saddles x_H and x_L and displacement d = x_L − x_H. F is the Hessian of V_H at x_H and has one negative eigenvalue. The low-level reaction path has the tangent t at x_L. The single-point error is e_SP = ½dᵀFd to second order, and in the normal modes of the high-level saddle it is the sum (10), with a negative term from the reactive mode and positive terms from the others. The reactant error e_R of (12) is never negative.

The IRCMax method replaces the energy V_H(x_L) by the largest value of V_H on the low-level path. Its error is

e_max = max_s V_H(q(s)) − V_H(x_H), (19)

where q(s) is the low-level path and q(0) = x_L. The point x_L belongs to the path, and therefore

e_max ≥ e_SP (20)

without any approximation.

To find e_max for small d, expand the path about x_L as q(s) = x_L + ts + ½κs² + O(s³), where the vector κ describes its curvature. The displacement from the high-level saddle is then

z(s) = d + ts + ½κs² + O(s³). (21)

Consider values of s of the order of |d|. In ½zᵀFz the curvature contributes ½s²κᵀF(d + ts), which is of third order in |d|. The cubic terms of V_H are of the same order. Hence

V_H(q(s)) − V_H(x_H) = ½dᵀFd + s tᵀFd + ½s² tᵀFt + O(|d|³). (22)

We now assume that

tᵀFt < 0, (23)

so that the high-level surface curves downwards along the low-level tangent. The quadratic function in (22) then has a maximum where its derivative tᵀFd + s tᵀFt vanishes:

s* = −tᵀFd/(tᵀFt). (24)

This is of order |d|, as was supposed. The omitted terms shift the nearby maximum by a length of order |d|² and change its height by O(|d|³). Inserting (24) in (22), the linear term gives −(tᵀFd)²/(tᵀFt) and the quadratic term gives half of this with the opposite sign. Therefore

e_max = ½[dᵀFd − (tᵀFd)²/(tᵀFt)] + O(|d|³). (25)

The gain over the single point is, to the same order,

e_max − e_SP = (tᵀFd)²/(2|tᵀFt|) = ½|tᵀFt| s*². (26)

Since tᵀFd is the leading term of the slope of V_H at x_L along the path, the gain is the squared slope divided by twice the downward curvature.

To see that (25) cannot be negative at second order, split d into a part along t and a remainder:

d = αt + u, with α = tᵀFd/(tᵀFt). (27)

This choice gives tᵀFu = tᵀFd − α tᵀFt = 0. The cross term in dᵀFd, which is 2α tᵀFu, therefore vanishes, and

½dᵀFd = ½α² tᵀFt + ½uᵀFu. (28)

By (24), s* = −α, so the displacement at the maximum is d + ts* = u. The two errors are thus

e_SP = −½α²|tᵀFt| + ½uᵀFu, e_max = ½uᵀFu, (29)

both up to O(|d|³). Maximizing along the path removes the first term of e_SP, which is negative or zero.

It remains to show that uᵀFu is not negative. Suppose that u ≠ 0 and uᵀFu ≤ 0. The vectors t and u are linearly independent, because u = ct with c ≠ 0 would give tᵀFu = c tᵀFt ≠ 0. For every combination of them,

(at + bu)ᵀF(at + bu) = a² tᵀFt + b² uᵀFu ≤ 0. (30)

This would be a two-dimensional subspace without any positive value of the form, which contradicts (6). Hence uᵀFu > 0 unless u = 0. The quadratic part of e_max is zero when d is parallel to t, and positive otherwise. The tangent has used up the one negative direction of the surface, and what is left over can only raise the energy.

The removed term in (29) is not quite the reactive-mode term in (10), because t is a mode of the low-level saddle. The difference can be seen with two modes. Let |λ₁| = a and λ₂ = b, and scale the tangent so that its modal components are (1, θ). The number θ is the tilt of the low-level path against the high-level reactive mode in mass-weighted coordinates. Then dᵀFd = −aQ₁² + bQ₂², tᵀFd = −aQ₁ + bθQ₂ and tᵀFt = −(a − bθ²). Equation (25) becomes

2e_max = −aQ₁² + bQ₂² + (−aQ₁ + bθQ₂)²/(a − bθ²). (31)

Over the common denominator, the numerator is

(−aQ₁² + bQ₂²)(a − bθ²) + (−aQ₁ + bθQ₂)²
= −a²Q₁² + abθ²Q₁² + abQ₂² − b²θ²Q₂² + a²Q₁² − 2abθQ₁Q₂ + b²θ²Q₂²
= ab(Q₂ − θQ₁)².

Dividing numerator and denominator by a gives

e_max = ½b(Q₂ − θQ₁)²/(1 − bθ²/a). (32)

The quantity Q₂ − θQ₁ is the height at which the straight line through x_L with the tilt θ crosses the ridge Q₁ = 0. The numerator gives the energy at that crossing. The denominator accounts for the fact that on a tilted line the maximum lies beside the ridge and is higher.

Two limits follow. For θ = 0 the error is ½bQ₂², which is the positive term of (10). This limit is reached when the two methods have nearly the same Hessian. If F_L differs from F by O(|d|), then the reactive modes differ by O(|d|), since the negative eigenvalue is separated from the positive ones. The tilt components are then O(|d|), and they change the modal coordinates Q_i of the crossing only by O(|d|²). For any number of modes this gives

e_max = ½ Σ_{i>1} λ_i Q_i² + O(|d|³). (33)

In this case IRCMax removes the reactive-mode term itself. The other limit is θ² → a/b, where the denominator of (32) vanishes and the bound becomes useless. Beyond it, (23) fails and the quadratic model has no maximum along the line. With the HCN wavenumbers 1280i and 1940 cm⁻¹, the critical tilt is 1280/1940 = 0.66, an angle of 33° in the mass-weighted plane of these two modes.

An error with a known sign need not be a smaller error. If e_SP ≥ 0, inequality (20) says that IRCMax leaves the error as it is or enlarges it. If e_SP < 0, write g for the gain e_max − e_SP. To second order e_max = g − |e_SP| is not negative, and it is smaller than |e_SP| when

g < 2|e_SP|. (34)

A two-dimensional model with dimensionless energies shows both cases:

V_H = (x² − 1)² + 0.4x³ + 3(y − ½x²)², V_L = V_H + ax + by. (35)

Here a and b are the strengths of the low-level error, not the modal constants of (31). The saddle of V_H is at the origin with V_H = 1, and the second derivatives there are −4 along x and 6 along y. By (14), d = (a/4, −b/6) to first order. For a = 0.2 and b = 0.05 the displacement is mainly along the path, and the quadratic error is ½(−4)(0.05)² + ½(6)(0.00833)² = −0.0048. The computed single-point error is −0.0051, and the maximum on the low-level path reduces it to +0.0002. For a = 0.05 and b = 0.2 the displacement is mainly across the path. The single-point error is then +0.0030, and the path maximum raises it to +0.0033.

The model also tests the order of the neglected terms. With a = b, halving both from 0.1 to 0.05 reduced the difference between e_max and the quadratic part of (25) by a factor of 8.49. A purely cubic remainder would give 8, and terms of higher order account for a deviation at finite a and b.

The bound has a global form that needs no small displacement. Consider the basin of the high-level reactant, the set of points from which steepest descent on V_H leads to the reactant minimum. Descent that starts on the boundary of this basin stays on the boundary. Assume that it remains in a bounded region and ends at a stationary point, and that x_H is the lowest stationary point on the boundary. Since descent lowers the energy, V_H ≥ V_H(x_H) everywhere on the boundary. A continuous path from inside the reactant basin to the product basin must cross this boundary, and therefore

max_s V_H(q(s)) ≥ V_H(x_H). (36)

In the model (35) this can be seen directly: a path between the wells must cross the line x = 0, where V_H = 1 + 3y² ≥ 1. The low-level paths in the model were followed to their ends and did finish in opposite wells.

The conditions for (36) are that the low-level path joins the two high-level basins, that the maximum is taken over the whole path, and that x_H is the lowest pass between reactant and its surroundings. If the high-level surface has an extra intermediate or a different mechanism, the bound refers to another saddle or fails. Where it holds, it gives a rule for choosing among low-level methods: for one fixed V_H, the path with the lowest maximum gives the tightest bound. The bound concerns the saddle energy of V_H and says nothing about the true saddle energy.

The cost is moderate. If the high-level energies at −h, 0 and +h along the path are E₋, E₀ and E₊, the slope is (E₊ − E₋)/(2h) and the curvature is (E₊ + E₋ − 2E₀)/h². For a parabola, (26) then gives the maximum as

E_top = E₀ + (E₊ − E₋)²/[8(2E₀ − E₊ − E₋)], (37)

provided the last bracket is positive. Once the low-level path is known, this estimate takes three high-level energies for any number of coordinates. It is exact only for a parabolic profile, and further points are needed to refine it. A gradient and Hessian from energy differences take one central energy, 2n single displacements and two energies for each of the n(n − 1)/2 pairs, in all n² + n + 1. That is 13 energies for each step of a saddle search in HCN, and the number grows quadratically with the size of the molecule. With analytic high-level gradients the comparison is less one-sided.

For HCN the RHF path has the tangent t = (0.0197, 0.9971, −0.0729) in the coordinates (R, x, y), so at the saddle it moves almost nothing but the hydrogen. The high-level curvature along it is tᵀFt = −473.8 kJ/mol/Å², and condition (23) holds. The quadratic formulas give e_SP = 3.22 and e_max = 5.29 kJ/mol, a gain of 2.07 kJ/mol. By (26) the maximum should lie at

s* = √(2 × 2.07/473.8) Å = 0.093 Å (38)

from the RHF saddle. The maximum found on the curved path lies at 0.091 Å. The computed gain is 2.08 kJ/mol and the computed error 5.65 kJ/mol.

At this maximum R = 1.1889 Å, which is still 0.034 Å shorter than at the MP2 saddle. The hydrogen is then at x = 0.4742 Å, y = 1.1380 Å. The path has brought it to within about 0.01 Å of its MP2 position relative to carbon and has left the CN bond almost as it was. Because the CN bond stays short, the NH distance is not repaired: it passes from 1.400 Å at the RHF saddle to 1.344 Å at the maximum, against 1.372 Å at the MP2 saddle. The positive terms of (10) add up to 4.58 kJ/mol, and the quadratic e_max exceeds this by 0.71 kJ/mol. By (33), this excess is the effect of the tilt. Equation (32) shows that a small tilt suffices: with the second mode alone, |Q₁/Q₂| = 0.84 and an unfavourable tilt of size 0.08, the value 4.49 kJ/mol becomes 4.49 × (1.067)²/(1 − 2.30 × 0.0064) = 5.19 kJ/mol. This is an illustration, since the tilt itself was not computed.

For this reaction with RHF and MP2 in the 6-31G basis, then, IRCMax makes the saddle energy worse, from 3.57 to 5.65 kJ/mol above the MP2 saddle. The negative term that it removes had been cancelling part of a larger positive one. The RHF path was followed only past the maximum, so the global conditions of (36) were not checked here; the sign of the error was found by direct comparison with the MP2 saddle.

The barrier contains the reactant as well. If e_TS stands for e_SP or e_max, the barrier error is

error of barrier = e_TS − e_R. (39)

The upper bound on the saddle energy is thus not an upper bound on the barrier when the reactant geometry is borrowed too. In linear HCN the RHF bond lengths are R_CN = 1.1442 Å and r_CH = 1.0528 Å, against 1.1985 Å and 1.0702 Å for MP2. The resulting e_R is 15.46 kJ/mol. These bond lengths come from energy differences with steps of 0.01 Å. Analytic gradients shorten them by 0.0001 Å and, because the MP2 energy has a steep slope at the RHF minimum, raise e_R to 15.53 kJ/mol; the barriers and barrier errors that use the RHF reactant are then lower by 0.07 kJ/mol than the values given here. Single points at RHF geometries therefore give a barrier error of 3.57 − 15.46 = −11.89 kJ/mol, which is the deficit stated at the outset. IRCMax with the RHF reactant gives 5.65 − 15.46 = −9.81 kJ/mol and a barrier of 292.77 kJ/mol. This is closer to the reference of 302.58 kJ/mol (72.32 kcal/mol), but only because a larger saddle error cancels more of the reactant error.

With the reactant optimized by MP2, e_R is zero and the IRCMax barrier is 308.23 kJ/mol, which lies above the reference by the saddle error of 5.65 kJ/mol. An IRCMax barrier inherits the upper bound when the reactant is optimized at the high level, which requires a minimization and no saddle search. In the numerical check the quadratic formulas are evaluated from F, d and t and compared with directly computed energies. The barriers are differences of the same energies that give e_TS and e_R, so (39) holds there by construction.

Numbers as computed

```
Random forms: trials 200, negative single-point errors 45
Random forms: lowest path-maximum error 2.09e-01
Model, shift mainly along path (a=0.2, b=0.05): single point -0.005051, path maximum 0.000194
Model, shift mainly across path (a=0.05, b=0.2): single point 0.002985, path maximum 0.003330
Model: remainder ratio on halving a=b=0.1 (cubic law: 8): 8.49
RHF saddle: R = 1.1872, x = 0.3834, y = 1.1462 angstrom
MP2 saddle: R = 1.2231, x = 0.4636, y = 1.1430 angstrom
MP2 maximum on RHF path: R = 1.1889, x = 0.4742, y = 1.1380 angstrom
Displacement d (R, x, y): -0.0358, -0.0802, 0.0032 angstrom
RHF path tangent t (R, x, y): 0.0197, 0.9971, -0.0729
MP2 saddle wavenumbers (negative = imaginary): -1280, 1940, 2430 cm^-1
MP2 energy change for 0.05 angstrom along each mode: -0.604, 10.808, 2.519 kJ/mol
Normal-mode parts of quadratic single-point error: -1.365, 4.489, 0.093 kJ/mol
Sum of positive parts: 4.582 kJ/mol
Curvature t.F.t: -473.8 kJ/mol/angstrom^2
Single-point error, quadratic formula: 3.22 kJ/mol
Single-point error, computed: 3.57 kJ/mol
IRCMax error, quadratic formula: 5.29 kJ/mol
IRCMax error, computed: 5.65 kJ/mol
IRCMax gain over single point: 2.08 kJ/mol
Distance of maximum from RHF saddle along path: 0.091 angstrom
HCN minimum RHF: R_CN = 1.1442, r_CH = 1.0528 angstrom
HCN minimum MP2: R_CN = 1.1985, r_CH = 1.0702 angstrom
Reactant geometry error e_R: 15.46 kJ/mol
Barrier, MP2 optimized throughout: 302.58 kJ/mol
Barrier, MP2 single points at RHF geometries: 290.69 kJ/mol
Barrier, IRCMax with RHF reactant geometry: 292.77 kJ/mol
Barrier, IRCMax with MP2 reactant geometry: 308.23 kJ/mol
Barrier, MP2 optimized throughout, converted: 72.32 kcal/mol
```
